# Reverse Monte Carlo for the flux on a deep wall patch

A hole 100 nm wide and 2000 nm deep has sticking probability 0.01 on its wall and bottom. A patch of 10 nm × 10 nm, centred 1900 nm below the mouth, receives on average 0.00070 hits per entering molecule. Finding the patch flux to a standard error of 1 % by counting hits in a forward simulation needs at least $2.9\times10^8$ flights. Walks started on the patch and followed to the mouth need $1.6\times10^7$. The gain is at least 18, yet the mouth is 79 times larger than the patch, and about 95 % of the reverse walks are themselves absorbed. Reciprocity removes the difficulty of hitting a small target. It does not remove the difficulty of surviving the journey.

## Flux balance

The hole is a cylinder of radius $R$ and depth $L$. Molecules do not collide in the gas. A molecule that hits the surface at $y$ sticks with probability $s(y)$; otherwise it is re-emitted by the cosine law, with probability $\cos\theta_y\,d\Omega/\pi$ of leaving into $d\Omega$. Here $\theta$ is measured from the inward normal. The sticking may vary with position but is held fixed while the steady flux is found.

Let $H(x)$ be the incident flux, counted before sticking at $x$, and let $J_0$ be the uniform flux entering the mouth. Seen from $y$, an element $dA_x$ at distance $r$ subtends $\cos\theta_x\,dA_x/r^2$. The chance that a molecule emitted at $y$ lands on $dA_x$ is therefore $k(x,y)\,dA_x$, with

$$k(x,y)=\frac{\cos\theta_x\cos\theta_y}{\pi r^2}=k(y,x).$$

Surface element $dA_y$ emits $(1-s)H\,dA_y$ molecules per unit time. With $h=H/J_0$, adding wall, bottom and mouth contributions gives

$$h(x)=b(x)+\int k(x,y)[1-s(y)]h(y)\,dA_y,$$

$$b(x)=\int_{\rm mouth}k(x,y)\,g(\theta_y)\,dA_y.$$

The factor $g$ compares the source's directions with the cosine law. For a source whose entering molecules are distributed as $C\cos^n\theta$ per solid angle, normalization requires

$$1=2\pi C\int_0^{\pi/2}\cos^n\theta\sin\theta\,d\theta=\frac{2\pi C}{n+1}.$$

Dividing $C\cos^n\theta$ by $\cos\theta/\pi$ gives $g=\tfrac12(n+1)\cos^{n-1}\theta$. An equilibrium reservoir has $n=1$ and $g=1$.

## From the balance to a reverse walk

Since $\cos\theta_y\,dA_y/r^2=d\Omega$ at $x$, the integral of $k$ over everything visible from $x$ is

$$\int k(x,y)\,dA_y=\int\frac{\cos\theta_x}{\pi}d\Omega=\int_0^{\pi/2}2\cos\theta\sin\theta\,d\theta=1.$$

Thus $k(x,\cdot)$ is the probability density of the next surface point when a cosine-law flight starts at $x$. The balance, written for molecules arriving at $x$, can be sampled by flights leaving $x$.

Insert the balance into its own right-hand side repeatedly. The first term describes immediate escape. The next describes one intermediate hit $x_1$ and carries $1-s(x_1)$, and so on. Every surface point of this finite cylinder sees the mouth, with an escape probability per flight no smaller than some $\varepsilon>0$. The remainder after $j$ insertions is at most $(1-\varepsilon)^j$ times the largest $h$, so it vanishes. Hence

$$h(x)=\mathbb E\left[g(\theta_{\rm exit})\prod_{i=1}^{K}[1-s(x_i)]\right],$$

where $K$ is the number of hits before escape. The starting patch contributes no factor, because $H$ is counted before sticking. Its adsorption rate is $s(x)H(x)$. For an extended patch, starting points are drawn uniformly over its area.

## Algorithm

Depth $z$ increases downwards from the mouth. By axial symmetry each new point can be rotated to $(r,0,z)$, where $r$ is now its distance from the axis. If $U$ is uniform on $(0,1)$, then $c=\sqrt U$ has $P(\cos\theta<c)=c^2$, as the cosine law requires. With $q=\sqrt{1-c^2}$ and a uniform azimuth $\varphi$, the direction is

- from the wall: $(-c,\;q\sin\varphi,\;q\cos\varphi)$;
- from the bottom: $(q\cos\varphi,\;q\sin\varphi,\;-c)$.

The path length $t$ to the cylinder follows from $(r+tu_x)^2+(tu_y)^2=R^2$. The positive root is

$$t=\frac{-ru_x+\sqrt{r^2u_x^2+(u_x^2+u_y^2)(R^2-r^2)}}{u_x^2+u_y^2}.$$

```
for each walk:
    x = random point on patch; w = 1
    repeat:
        draw u by the cosine law at x
        find t; z_new = z + t*u_z
        if z_new < 0:
            score = w*g(|u_z|); stop
        if z_new > L:
            move x to the crossing with the bottom
        else:
            move x to the wall at z_new
        weighted version:  w = w*(1 - s(x))
        absorbed version:  with probability s(x),
                           score = 0; stop
h = mean score
standard error = sample deviation / sqrt(walks)
```

Both versions have the same mean, since surviving with probability $1-s$ has the same expectation as multiplying by $1-s$. Rounding can put a bottom point slightly outside $r=R$ and make the square root invalid, so $r$ should be limited to $R$. A maximum number of flights biases the result low, because it discards scores that cannot be negative. Random termination avoids this bias: continue with probability $p$ and divide the surviving weight by $p$.

## Variance and cost

Take $g=1$. An absorbed walk scores one with probability $h$ and zero otherwise. Its variance is $h-h^2$, so the variance relative to $h^2$ is

$$V_a=\frac1h-1.$$

A weighted walk scores $W=\prod(1-s)$. Squaring replaces each factor by $(1-s)^2$, so the second moment $M=\mathbb E[W^2]$ obeys the same balance with

$$s\to1-(1-s)^2=2s-s^2.$$

Its relative variance is $V_w=M/h^2-1$. Since $0\le W\le1$, $M\le h$ and $V_w\le V_a$. This compares walks, not work.

The length of an absorbed walk follows from counting endings. For uniform $s>0$, the mean number of hits times $s$ is the chance of sticking, $1-h$. Each flight ends in a hit or in escape, so the mean number of flights is

$$c_a=\frac{1-h}{s}+h.$$

In the example $h=0.0547$, which gives $c_a=94.6$. A weighted walk continues until escape and takes $c_w=690$ flights on average. This number solves $c(x)=1+\int k(x,y)c(y)\,dA_y$ over wall and bottom. For relative standard error $\epsilon$, the required work is $Vc/\epsilon^2$:

- absorbed: $V_a=17.3$, so 1 % needs $17.3\times94.6\times10^4=1.6\times10^7$ flights;
- weighted: $M=0.0150$ and $V_w=4.0$, so 1 % needs $4.0\times690\times10^4=2.8\times10^7$ flights.

Weighting reduces the variance per walk by a factor of 4.3 but lengthens the walk by 7.3. Here absorption is cheaper. At $s=0$ the two versions coincide: every score is one, and no sampling is needed to know the answer.

## What reciprocity saves

Let $A_p$ and $A_m$ be the areas of patch and mouth. Molecules enter at rate $J_0A_m$ and hit the patch at rate $J_0hA_p$, so the mean number of patch hits per entry is $\mu=hA_p/A_m$. With $A_m=\pi(50\ \mathrm{nm})^2=7854\ \mathrm{nm}^2$,

$$\mu=0.0547\times\frac{100}{7854}=7.0\times10^{-4}.$$

The hit count $N$ is a non-negative integer, so $N^2\ge N$. The relative variance of a forward entry is therefore at least $1/\mu-1$. The ratio to the absorbed reverse value is

$$\frac{1/\mu-1}{1/h-1}=\frac{A_m/A_p-h}{1-h}=83.$$

Forward walks are shorter, however. A fraction $\beta=0.198$ of entering molecules sticks somewhere in the hole. The argument used for $c_a$ gives

$$c_f=\frac{\beta}{s}+(1-\beta)=19.8+0.8=20.6$$

flights per entry. The gain is at least $83\times20.6/94.6=18$. It is a lower bound for hit counting, because repeated hits by one molecule increase the forward variance. It does not bind every forward method: a walk that adds, at each emission, the probability $kA_p$ of landing on the patch next can need far fewer flights, roughly ten times fewer in this example. Most of the gain of 18 is therefore a gain over hit counting, not over forward simulation as such.

Symmetry can weaken the case for reversal. All azimuths at one depth have the same mean flux, so a forward run may count hits on the whole ring of height 10 nm. Then $\mu=0.0219$. Since $N^2=N+2\times$ (number of pairs of hits), $\mathbb E[N^2]=\mu(1+2v)$, where $v$ is the mean number of later ring hits after a given hit. Here $v=1.50$, so the relative variance is $4.0/0.0219-1=182$ and 1 % needs $3.7\times10^7$ flights. The reverse gain has fallen to 2.3. Three separate reverse runs for neighbouring rings of similar flux would already cost more than one forward run that counts all three. Reversal suits a few small targets, especially without symmetry; it is a poor way to obtain this hole's whole depth profile.

## A deterministic reference

The values of $h$, $M$, $c_w$, $\beta$ and $v$ above come from dividing the wall into rings and solving linear equations. The exchange area between two surfaces is the double integral of $k$ over both. For equal coaxial discs at distance $x$, draw the sphere through both rims, with radius $a=\sqrt{R^2+x^2/4}$. Between points of a sphere, $r=2a\cos\theta$ and both angles are equal, so $k=1/(4\pi a^2)$. The lines joining the discs are the lines joining the two caps behind them, and $\cos\theta\,dA\,d\Omega$ is the same wherever a bundle of lines is cut. Each cap has area $2\pi a(a-x/2)$. Hence

$$G(x)=\frac{[2\pi a(a-x/2)]^2}{4\pi a^2}=\pi(a-x/2)^2.$$

Lines through a disc at depth $z_3$ that end on the ring between $z_1<z_2<z_3$ pass $z_2$ but not $z_1$. Their exchange area is $G(z_3-z_2)-G(z_3-z_1)$. Subtracting the same expression for a disc at $z_4>z_3$ gives exchange with the ring between $z_3$ and $z_4$:

$$E=G(z_3-z_2)-G(z_3-z_1)-G(z_4-z_2)+G(z_4-z_1).$$

A ring of height $\delta$ exchanges $2\pi R\delta-2[G(0)-G(\delta)]$ with itself, which is its area less what leaves through its two ends. Treating the flux as uniform within each ring and on the bottom turns the balance into

$$A_ih_i=E_{i,\rm mouth}+\sum_jE_{ij}(1-s_j)h_j.$$

The other balances use the same matrix. For $v$, let $u_i$ be the mean number of future hits on the chosen ring after emission from element $i$. Then $u_i=\sum_j(E_{ij}/A_i)[\chi_j+(1-s_j)u_j]$, where $\chi_j$ is one on that ring and zero elsewhere, and $v$ is the average of $(1-s_i)u_i$ over the ring.

Rings 5 nm high give $h=0.0547$; halving their height changes it by less than 0.1 %. Sampling gives $0.0552\pm0.0008$ from 20,000 weighted reverse walks, $0.0542\pm0.0008$ from 80,000 absorbed ones, and $0.0534\pm0.0018$ from 160,000 forward entries counted on the ring. The uncertainties are one standard error. For this simple shape the linear system is the better tool; walks remain useful where exchange areas are hard to calculate.

## Strong sticking and directed sources

If $s=1$, only a direct flight scores, and $h=b$. For a cosine source, the exchange between a thin wall ring and the mouth gives $b=-G'(z)/(2\pi R)$. Since $da/dz=z/(4a)$,

$$G'=2\pi(a-z/2)\left(\frac{z}{4a}-\frac12\right)=-\frac{\pi(a-z/2)^2}{a},$$

$$b=\frac{(a-z/2)^2}{2Ra}.$$

For $z\gg R$, $a-z/2=R^2/(a+z/2)\approx R^2/z$ and $a\approx z/2$, so $b\approx(R/z)^3$. At 1900 nm this is $1/38^3$, or one success in about 55,000 reverse walks. If no walk succeeds, the sample standard error is zero and says nothing about the true error.

The remedy is to score escape by its expectation. In the weighted version, begin with zero score; add $w\,b(x)$ at the start and, after updating $w$, at each later hit. Continue as before, but add nothing when the walk leaves. This samples the same series term by term. At $s=1$ it gives $b$ without random error for a point patch.

Directed sources need similar care. In a hole 500 nm deep and 100 nm wide, let $s=0.05+0.4z/(500\ \mathrm{nm})$ on the wall and 0.3 on the bottom. On the ring from 395 to 405 nm, a $\cos^3\theta$ source gives $h=0.0300\pm0.0005$ by reverse walks and $0.0301\pm0.0007$ by forward walks. The ring system gives 0.0218 for a cosine source. For a very narrow beam, few reverse walks leave in the accepted directions, and these carry large $g$. The integral defining $b$ should then be sampled over the beam's directions.

## When reversal gives the wrong answer

The derivation needs symmetric $k$. Suppose the wall and bottom re-emit as $2\cos^3\theta/\pi$ instead. The probability density of a forward flight from $y$ to $x$ is then $2\cos^3\theta_y\cos\theta_x/(\pi r^2)$, which is not symmetric between the wall and a flat end. (Two wall points of a cylinder see each other at equal angles, so between them the symmetry survives.) A reverse walk drawn from the same emission law, without correction, still scores one whenever $s=0$. Forward simulation of the 500 nm hole with $s=0$ gives $h=1.62\pm0.02$ at mid-depth; with cosine re-emission it gives $1.01\pm0.01$.

The direction of the change follows from the mouth balance. Let $\alpha$ be the angle from the axis and $\beta'$ the azimuth from the wall normal. Then $\cos\theta=\sin\alpha\cos\beta'$, and a flight moves $2R\cos\beta'\cot\alpha$ along the axis. For emission proportional to $\cos^m\theta$, the mean displacement towards the mouth, counting opposite moves as zero, is

$$D_m=2R\,\frac{m+1}{2\pi}\int_{-\pi/2}^{\pi/2}\!\cos^{m+1}\!\beta'\,d\beta'\int_0^{\pi/2}\!\sin^m\!\alpha\cos\alpha\,d\alpha.$$

The last integral is $1/(m+1)$, so $D_1=R/2$ and $D_3=3R/8$. In a long hole with uniform wall flux $\Phi$, summing escape over depth gives an outgoing mouth flux $2\pi R\Phi D_m/(\pi R^2)=2\Phi D_m/R$. This is $\Phi$ for the cosine law but $3\Phi/4$ for the cubic law. Balancing the incoming $J_0$ then requires $\Phi=4J_0/3$. The flux is not in fact uniform, so in a long hole $4J_0/3$ is only its average near the mouth, weighted by the chance of escape from each depth. The flux starts below this value at the mouth and rises well above it further in, so the simulated mid-depth value is higher.

## Coverage and time steps

For site density $\sigma$ and coverage $\vartheta$, take $s=s_0(1-\vartheta)$. Then $d\vartheta/dt=s_0(1-\vartheta)hJ_0/\sigma$. With $h$ frozen during $\Delta t$,

$$1-\vartheta_{\rm new}=(1-\vartheta)\exp(-s_0hJ_0\Delta t/\sigma).$$

This keeps coverage between zero and one. An explicit linear step exceeds full coverage if $\Delta t>\sigma/(s_0hJ_0)$. Stability is not accuracy: saturating the upper 1000 nm raises $h$ at the patch from 0.055 to 0.119, so each step must be short enough that $h$ changes little during it. With sticking this low there is no sharp front: coverage grows throughout the hole. Growth is fastest near the mouth at first; once the upper sites have mostly filled, the fastest growth moves down the hole. Noise in $h$ also biases the exponential update towards empty sites, because the exponential is convex. Each update needs $h$ at all depths, which favours forward walks or the ring system; reverse walks can then refine a chosen patch.

## Scale of a real process

The parameters are rough values for alumina deposition from trimethylaluminium: 473 K, precursor pressure $p=0.1$ Torr just above the mouth, total pressure 1 Torr, molecular mass $M_{\rm mol}=72.1$ u and 4 sites per nm². The flux $J_0=p/\sqrt{2\pi M_{\rm mol}k_BT}$ is $1.9\times10^5\ \mathrm{nm^{-2}s^{-1}}$, and the patch initially receives $1.0\times10^4\ \mathrm{nm^{-2}s^{-1}}$. The initial coverage times $\sigma/(s_0hJ_0)$ are 2.1 ms at $h=1$ and 38 ms at the patch. The patch fills sooner than its initial rate suggests, because $h$ rises as the sites above it fill. At mean speed 373 m/s, 690 flights of about one diameter take 0.19 µs, so freezing coverage during transit is justified if molecules leave the wall quickly. Residence between flights is not included: with a prefactor of $10^{-13}$ s, 690 stays last about 15 µs at a binding energy of 0.5 eV but about 2 ms at 0.7 eV.

Sticking is an uncertain input, and in real processes it need not follow one constant $s_0$. Halving it raises $h$ to 0.150; doubling it lowers $h$ to 0.015. Film growth also matters: 100 cycles at 0.1 nm reduce the diameter to 80 nm and $h$ to 0.025, with depth and sticking held fixed. For a collision diameter of 0.6 nm, and with precursor and carrier gas treated as identical molecules, the mean free path is $\lambda=31$ µm, about 300 hole diameters. Single flights are nearly collisionless, although an unabsorbed walk of 690 flights meets about two gas collisions; their effect on $h$ was not calculated. Above an array with open fraction $f=0.2$, uptake $\beta f\bar vn/4$ balances diffusion $D(n_0-n)/\ell$, where $n$ and $n_0$ are the gas densities at the mouth and far away. With $D\approx\lambda\bar v/3$ and no uptake between holes, $n=n_0/2$ at $\ell=4\lambda/(3\beta f)\approx1$ mm. This is only a rough scale: for a heavy precursor in nitrogen or argon, $D$ and hence $\ell$ can be several times larger. The drop in density changes $J_0$, so pressure measured far from the wafer may not give the patch flux even when $h$ is correct.
